# Why Mott-Littleton relaxation seeks zero inner forces, not an energy minimum

**Question.** A Mott-Littleton calculation relaxes the ions near a point defect explicitly and assigns approximate displacements to all the ions further out. Static equilibrium is a minimum of the energy. Why, then, does such a code look for the geometry in which the forces on the inner ions vanish, instead of minimising the energy that it reports? Do the two conditions really give different geometries?

**Answer.** The reported energy has been simplified by assuming that the outer ions are in equilibrium. The simplified expression gives the right value when that assumption holds, but its slope is generally wrong when it does not. The force on an inner ion needs no such assumption.

**The energy and the missing outer sum**

Let \(x\) collect the displacements of the inner ions and \(y\) those of the outer ions, both measured from perfect-lattice sites. Relative to the unrelaxed defect crystal,

\[
E(x,y)=E_1(x)+E_2(x,y)+E_3(y),\qquad E_3=\tfrac12\,y^{T}A\,y .
\]

\(E_1\) involves the inner ions alone, \(E_2\) couples the two regions, and \(E_3\) is the energy of distorting the outer region while the inner ions sit on their perfect-lattice sites, without the defect. \(E_3\) has no linear term because the perfect lattice is in equilibrium, and it stops at second order because outer displacements are assumed small. The matrix \(A\) is symmetric and positive definite.

\(E_3\) is a double sum over an unbounded region. The method avoids it through the equilibrium condition of the outer ions,

\[
\frac{\partial E_2}{\partial y}+Ay=0 .
\]

Multiplying by \(\tfrac12 y^T\) gives \(E_3=-\tfrac12\,y\cdot\partial E_2/\partial y\). Substitution produces the working energy

\[
E_w=E_1+E_2-\tfrac12\,y\cdot\frac{\partial E_2}{\partial y}.
\]

This equals \(E\) if \(y\) satisfies the equilibrium condition. For other \(y\) it is a different function.

The derivative of the energy with respect to the inner positions, with the outer ions held where they are, is

\[
g=\left.\frac{\partial E}{\partial x}\right|_{y}=\frac{\partial (E_1+E_2)}{\partial x}\bigg|_{y}.
\]

\(E_3\) has dropped out because it does not contain \(x\). The force on the inner ions, \(-g\), is therefore correct for the given \(y\), whether or not \(y\) is in equilibrium. Setting \(g=0\) gives inner ions that are in mechanical balance with the surroundings assigned to them.

**How the conditions separate**

Take a coupling linear in the outer displacements, \(E_2=-f(x)\cdot y\), where \(f\) is the force that the inner region and the defect exert on the outer ions. Then \(y\cdot\partial E_2/\partial y=-f\cdot y\), so

\[
E_w=E_1-f\cdot y+\tfrac12 f\cdot y=E_1-\tfrac12 f\cdot y .
\]

Suppose that \(y\) is assigned by some rule \(y(x)\). Write \((\nabla f)_{in}=\partial f_n/\partial x_i\) and \((\nabla y)_{in}=\partial y_n/\partial x_i\). The three relevant derivatives are

\[
\begin{aligned}
g&=\nabla E_1-(\nabla f)y,\\
\nabla E_w&=\nabla E_1-\tfrac12(\nabla f)y-\tfrac12(\nabla y)f,\\
\nabla E&=g+(\nabla y)(Ay-f).
\end{aligned}
\]

The last line is the chain rule, with \(\partial E/\partial y=Ay-f\). Subtracting the first line from the second gives

\[
\nabla E_w-g=\tfrac12\left[(\nabla f)y-(\nabla y)f\right].
\]

If the outer ions are fully relaxed, \(y=A^{-1}f\). Then \(Ay-f=0\), so \(\nabla E=g\). Also \(\nabla y=(\nabla f)A^{-1}\), so \((\nabla y)f=(\nabla f)y\) and \(\nabla E_w=g\). All the conditions coincide, and there is nothing to choose between them.

Now let the outer displacements be fixed by the charge of the defect alone, so that \(\nabla y=0\). Then

\[
\nabla E_w=\nabla E_1-\tfrac12(\nabla f)y .
\]

The true force due to the outer displacements is \((\nabla f)y\), and the working energy contains half of it. At the minimum of \(E_w\), the other half remains as an unbalanced force on the inner ions:

\[
-g=\tfrac12(\nabla f)y .
\]

The factor one half is correct in the energy, where it combines the coupling with the cost of distorting the outer region. It is wrong in the force at frozen \(y\), because that cost does not change when an inner ion moves.

The phrase "total energy" needs care here. With frozen \(y\), \(E_3\) is a constant, and minimising the full \(E\), or just \(E_1+E_2\), gives the zero-force geometry. The condition that fails is the minimum of \(E_w\).

**A toy crystal**

Consider one arm of a mirror-symmetric chain of alternating ions with charges \(\mp2e\), beginning with an anion. A trivalent impurity replaces a divalent cation at site 0 and is held fixed; its extra charge is \(+e\). The displacement \(u_n\) of ion \(n\) is positive away from the impurity. Each ion has an on-site spring \(K\), standing for the rest of the crystal, and neighbours are joined by springs \(G\):

\[
E=\sum_{n=1}^{N}\left(\tfrac12Ku_n^2-F_nu_n\right)+\tfrac12G\sum_{n=0}^{N}(u_{n+1}-u_n)^2 ,
\]

with \(u_0=u_{N+1}=0\) and \(N=200\). The load \(F_n\) is the Coulomb force from the extra charge, evaluated at the undisplaced site. It alternates in sign and falls as \(1/n^2\). With \(F_1=-21.768\) eV/nm, this gives \(F_2=-F_1/4=5.442\) eV/nm and \(F_3=F_1/9=-2.419\) eV/nm. Setting \(\partial E/\partial u_n=0\) gives

\[
(K+2G)u_n-G(u_{n-1}+u_{n+1})=F_n .
\]

For an outer rule, put \(u_n=(-1)^nw_n\) and \(F_n=(-1)^n\varphi_n\). Both neighbours have the opposite sign, so

\[
(K+2G)w_n+G(w_{n-1}+w_{n+1})=\varphi_n .
\]

Far from the impurity \(w_n\) varies slowly. Replacing both neighbours by \(w_n\) gives the far-field rule

\[
y_n=\frac{F_n}{\kappa},\qquad \kappa=K+4G .
\]

This plays the part of the Mott-Littleton estimate: each outer ion responds as the perfect lattice would to a slowly varying field.

Its leading error follows from \(w_{n-1}+w_{n+1}\simeq2w_n+w_n''\), which gives \(\kappa w+Gw''\simeq\varphi\) and hence \(w\simeq\varphi/\kappa-G\varphi''/\kappa^2\). Since \(\varphi\propto n^{-2}\), \(\varphi''=6\varphi/n^2\). The rule therefore exceeds the exact displacement by the relative amount \(6G/(\kappa n^2)\) at large \(n\).

With \(K=800\) and \(G=200\) eV/nm², \(\kappa=1600\) eV/nm² and the coefficient \(6G/\kappa\) is 0.75. The full chain gives 0.7498 at \(n=20\). Near the impurity the rule is poor: for ion 2 it gives 3.40 pm, against an exact 1.27 pm. The rule assumes that the neighbours of ion 2 move as far as ion 2 itself, in the opposite sense. Ion 1 in fact moves inward by 17.9 pm, and so pulls ion 2 inward much more strongly than the rule allows.

**The two conditions in numbers**

Let ions 1 and 2 be inner ions and freeze all the others at the far-field rule. The spring between ions 2 and 3 contributes \(\tfrac12Gx_2^2\) to \(E_1\), \(\tfrac12Gu_3^2\) to \(E_3\), and \(-Gx_2u_3\) to \(E_2\). Thus the component of \(f\) on ion 3 is \(F_3+Gx_2\), and no other component depends on \(x\). The force on ion 2 due to the outer displacements is

\[
Gu_3=200\times(-0.0015117)=-0.3023\ \text{eV/nm}.
\]

Both conditions have the form

\[
\begin{aligned}
(K+2G)x_1-Gx_2&=F_1,\\
(K+2G)x_2-Gx_1&=F_2+s\,Gu_3,
\end{aligned}
\]

with \(s=1\) for zero force and \(s=\tfrac12\) for the minimum of \(E_w\). Eliminating \(x_1\) gives

\[
x_2=\frac{(K+2G)(F_2+sGu_3)+GF_1}{(K+2G)^2-G^2}.
\]

The denominator is \(1200^2-200^2=1.40\times10^6\) eV²/nm⁴. For zero force the numerator is \(1200\times5.1397-200\times21.7682=1814\) eV²/nm³, hence \(x_2=1.296\) pm. For the minimum of \(E_w\) it is \(1200\times5.2908-200\times21.7682=1995\) eV²/nm³, hence \(x_2=1.425\) pm. The exact value for the whole chain is 1.267 pm.

The conditions thus differ by 0.13 pm. At the minimum of \(E_w\), ion 2 still feels \(-0.151\) eV/nm (\(-0.015\) eV/Å), which is half of the outer force. A relaxation required to bring every force below 0.1 eV/nm would not accept this geometry.

The energies barely register the difference. Between the two geometries \(E_w\) changes by half the leftover force times the displacement, \(\tfrac12\times0.151\times0.00013\simeq1\times10^{-5}\) eV per arm, because an energy is flat near its minimum.

The value of \(E_w\) also carries an error of its own. From the expressions above,

\[
E_w-E=\left(E_1-\tfrac12f\cdot y\right)-\left(E_1-f\cdot y+\tfrac12y^TAy\right)=\tfrac12\,y\cdot(f-Ay).
\]

This is of first order in the outer error and can have either sign, so a lower \(E_w\) is no evidence of a better geometry. At the zero-force geometry \(E_w=-0.20155\) eV and \(E=-0.20164\) eV per arm; the exact relaxation energy is \(-0.20166\) eV. The full \(E\) cannot lie below the exact value, since that value is its minimum over all displacements. \(E_w\) has no such guarantee.

**Is zero force also more accurate?**

Not in every case. Let \(H_{11}\) and \(H_{12}\) be the inner-inner and inner-outer blocks of the force-constant matrix, and let \(y^*\) be the outer part of the exact solution. The exact inner displacements obey \(H_{11}x^*+H_{12}y^*=F_{\rm in}\). The approximate ones obey the same equation with \(y^*\) replaced by \(y\) for zero force and by \(\tfrac12y\) for the minimum of \(E_w\). Subtraction gives

\[
\begin{aligned}
\delta x_{\rm force}&=-H_{11}^{-1}H_{12}(y-y^*),\\
\delta x_{w}&=-H_{11}^{-1}H_{12}(\tfrac12y-y^*).
\end{aligned}
\]

In the chain only the first outer ion enters. Let \(r\) be the ratio of its assigned to its exact displacement. Zero force is more accurate when \(|r-1|<|r/2-1|\), that is, when \(0<r<4/3\).

With two inner ions \(r=1.512/1.677=0.90\), and zero force wins. With a single inner ion the first outer ion is ion 2, for which \(r=3.401/1.267=2.7\). Halving such an overestimate happens to improve it. The errors are then \((200/1200)(3.401-1.267)=0.356\) pm for zero force and \((200/1200)(1.701-1.267)=0.072\) pm for the minimum of \(E_w\). This is a cancellation of errors, and it disappears as the inner region grows:

| Inner ions | Zero force, error (pm) | Minimum of \(E_w\), error (pm) |
|---|---|---|
| 1 | 0.356 | 0.072 |
| 2 | 0.028 | 0.158 |
| 4 | −0.0013 | 0.045 |
| 9 | 0.00017 | −0.0115 |

The errors are those of the outermost inner ion, relative to the exact harmonic chain. At large \(n\) the first outer displacement falls as \(1/n^2\), and the relative error of the rule falls as another \(1/n^2\). The zero-force error therefore falls as \(1/n^4\). The minimum of \(E_w\) misses half of the displacement itself, so its error falls only as \(1/n^2\). When the first outer ion moves from \(n=10\) to \(n=20\), these laws predict reductions by 16 and 4; the chain gives 15.9 and 4.0. The powers belong to this chain and should not be carried over to a three-dimensional crystal.

**Outer ions that follow the inner ones**

For the coupling linear in \(y\), an approximate \(y\) does not by itself make the conditions differ. Let \(y=Sf(x)\), with \(S\) a constant symmetric matrix. Then \(\nabla y=(\nabla f)S\) and \((\nabla y)f=(\nabla f)Sf=(\nabla f)y\), so \(\nabla E_w=g\) even if \(S\) is not \(A^{-1}\). With \(S=1/\kappa\) and two inner ions, both conditions give \(x_2=1.324\) pm. For a coupling curved in \(y\) the agreement is only approximate: with the curved Coulomb terms and anharmonic springs introduced below, the same kind of rule leaves the two conditions 0.005 pm apart.

The minimum of the full \(E\) along this rule is elsewhere, at 1.284 pm, and closer to the exact 1.267 pm. The reason is seen by completing the square in \(y\):

\[
E(x,y)=W(x)+\tfrac12(y-A^{-1}f)^TA(y-A^{-1}f),
\]

where \(W(x)\) is the energy with the outer ions fully relaxed. If both the outer error and its variation with \(x\) are small, the geometry is wrong only by their product. This would favour the full energy, but it requires \(E_3\), the sum that the method was built to avoid.

For a general rule there may be no function of \(x\) whose gradient is \(g\). If \(g\) were the gradient of some function of \(x\), its Jacobian \(\partial g_i/\partial x_j\) would be symmetric, being a matrix of second derivatives. Let the outer ions respond, in addition to the frozen rule, to the dipoles created by the displaced inner ions. In the chain only \(g_2\) contains \(u_3\), through the term \(-Gu_3\), so

\[
\frac{\partial g_2}{\partial x_1}-\frac{\partial g_1}{\partial x_2}=-G\,\frac{\partial u_3}{\partial x_1}.
\]

This is \(-5.67\) eV/nm², not zero. The inner forces then have no potential, but their zero is still well defined and can be found by solving \(g=0\). It lies at \(x_2=1.16\) pm, while the minimum of \(E_w\) lies at 1.60 pm. The distance of either from 1.267 pm does not judge the rule, because the toy energy lacks the dipole coupling that the rule assumes.

**Relation to a real oxide**

The spacing of 0.21 nm, the formal charges and the electronic screening factor of 3 are rough values for magnesium oxide. The stiffnesses are too soft for it. A point-charge field screened only electronically drives the longitudinal optic motion, which for MgO (about 718 cm⁻¹) corresponds to \(\kappa=2\mu\omega_{LO}^2\approx3700\) eV/nm², with \(\mu\) the reduced mass of the ion pair. With \(\kappa=1600\) eV/nm² the far-field rule implies an ionic polarisation of \(1.6\,D/4\pi\), whereas a dielectric allows only \((\varepsilon_0-\varepsilon_\infty)/\varepsilon_0<1\) times \(D/4\pi\), about 0.69 for MgO. Scaling \(K\) and \(G\) by 2.35 to match this reduces the harmonic shift of ion 1 to 7.6 pm and the difference between the two conditions to 0.055 pm; the leftover force, which depends on \(G/\kappa\), is unchanged. The chain is not a prediction for that crystal. Its harmonic inward shift of ion 1, 17.9 pm, is 8.5% of the spacing, large enough for nonlinear terms to matter. Letting the Coulomb force vary with displacement raises the shift to 22.7 pm; also replacing the harmonic neighbour springs by an exponential repulsion of range 0.03 nm, balanced at the perfect-lattice spacing and with the same initial stiffness \(G\), brings it to 21.8 pm. Dipole coupling beyond nearest neighbours, added to the harmonic chain, changes it to 17.3 pm if the on-site Coulomb terms of those pairs are taken as already contained in \(K\), and to 16.2 pm if they are added as well.

Of the assumptions varied here, macroscopic screening at the nearest ion matters most. Removing it there gives a harmonic shift of 55 pm, a quarter of the spacing, where the toy no longer applies. Size misfit, transverse relaxation and motion of the impurity are left out.

With oxygen and magnesium masses and the impurity fixed, the position of ion 1 also fluctuates, by 4.9 pm (rms) at zero temperature and 5.5 pm at 300 K. That is far more than the 0.13 pm at issue. Harmonic fluctuations do not shift the mean position, but anharmonic ones do: with the curved Coulomb force and exponential springs, a quasi-harmonic estimate moves ion 2 inward by about 0.07 pm at zero temperature and 0.08 pm at 300 K, the same order as the difference between the two static conditions.

The difference between the conditions survives nonlinearity. For a general \(E_2\) and frozen \(y\), differentiating \(E_w\) leaves at its minimum the force

\[
-g=-\tfrac12\,\frac{\partial^2E_2}{\partial x\,\partial y}\,y .
\]

With the curved Coulomb terms, anharmonic springs up to ion 3 and the same frozen outer displacements, zero force gives \(x_2=1.79\) pm and the minimum of \(E_w\) gives 1.94 pm, with \(-0.170\) eV/nm left on ion 2. The size of the discrepancy depends on the crystal, the outer rule and the inner region. For frozen outer displacements the cause is the same as in the harmonic chain: the working energy was obtained from an equilibrium that these displacements do not maintain as the inner ions move. The numerical output lists the remaining region sizes and energies.

## Table of computed values

```
ions in arm: 200; inner ions in main case: 2
spacing 0.21 nm; ion charge 2.0 e; extra charge 1.0 e
electronic screening 3.0; repulsion range 0.03 nm
K = 800.0 eV/nm^2; G = 200.0 eV/nm^2; K+4G = 1600.0 eV/nm^2
ion 1: load -21.7682 eV/nm, exact -17.9289 pm, far-field rule -13.6051 pm
ion 2: load 5.4420 eV/nm, exact 1.2674 pm, far-field rule 3.4013 pm
ion 3: load -2.4187 eV/nm, exact -1.6769 pm, far-field rule -1.5117 pm
n^2 x relative error of rule at n=20: 0.7498 (no unit)
predicted limit 6G/(K+4G): 0.7500 (no unit)
Frozen outer rule, two inner ions (ion 1, ion 2):
  exact: -17.9289, 1.2674 pm
  zero force: -17.9242, 1.2957 pm
  minimum of Ew: -17.9026, 1.4253 pm
  minimum of full E: -17.9242, 1.2957 pm
outer force on ion 2: -0.3023 eV/nm
force left on ion 2 at minimum of Ew: -0.1512 eV/nm
exact relaxation energy: -0.201658 eV per arm
Ew at zero force: -0.201550 eV per arm
Ew at its minimum: -0.201559 eV per arm
full E at zero force: -0.201640 eV per arm
Error of outermost inner ion (zero force, minimum of Ew):
  1 inner: 0.355645, 0.072205 pm
  2 inner: 0.028317, 0.157890 pm
  3 inner: 0.014666, -0.058278 pm
  4 inner: -0.001294, 0.045391 pm
  6 inner: -0.000675, 0.023144 pm
  9 inner: 0.000174, -0.011498 pm
  19 inner: 0.000011, -0.002907 pm
error ratio, 9 to 19 inner ions: force 15.92, Ew 3.96
Other outer rules, displacement of ion 2:
  symmetric rule: force 1.3241, Ew 1.3241, full E 1.2835 pm
  dipole rule: force 1.1575, Ew 1.5957 pm
  dipole rule, Jacobian asymmetry: -5.6688 eV/nm^2
Neglected effects, displacement of ion 1:
  harmonic toy: -17.929 pm
  curved Coulomb: -22.742 pm
  curved springs: -17.601 pm
  both curved: -21.789 pm
  farther dipole coupling: -17.304 pm
  ion 1 load unscreened: -55.277 pm
zero-point spread of ion 1 (rms): 4.854 pm
spread of ion 1 at 300 K (rms): 5.478 pm
anharmonic toy, ion 2: force 1.7901, Ew 1.9399 pm
anharmonic toy, force left on ion 2: -0.1696 eV/nm
```
